# In-Plane Phonon Heat Conduction in Thin Films with Partially Specular Walls

A dielectric film fills $0<z<d$ and is very long in $x$ and $y$. A uniform temperature gradient $T'=dT/dx$ drives heat along the film. The phonons are gray: they share one speed $v$, one collision time $\tau$ and one mean free path $\Lambda=v\tau$, and their heat capacity per volume is $C$. The film obeys these rules.

- A bulk collision conserves energy and sends the phonon out isotropically, whatever its incoming direction.
- A wall reflects a phonon specularly with probability $p$, independent of angle. Otherwise it emits the energy diffusely, with equal intensity in all directions into the film. No net heat enters the wall.
- The response is linear in $T'$, the film is long compared with $\Lambda$, and waves reflected by the two walls do not interfere.

Let $\mathbf u$ be the unit vector along the velocity, $\mu=|u_z|$ and $\delta=d/\Lambda$. The aim is the ratio $S=k_{\rm film}/k_{\rm bulk}$ of the in-plane conductivities.

## (a) The role of isotropic scattering

**Write the stationary Boltzmann equation. Determine what returns to the phonon distribution from bulk collisions and from diffuse emission.**

Let the energy density per solid angle be
$$e=\frac{C\,T(x)}{4\pi}+g(z,\mathbf u).$$
The first term is local equilibrium, up to a constant, and $g$ is the deviation. An isotropic collision replaces $e$ by its directional average $\langle e\rangle$ at the rate $1/\tau$. The equilibrium term is its own average, so it cancels in the collision term:
$$v u_x\frac{CT'}{4\pi}+v u_z\frac{\partial g}{\partial z}=-\frac{g-\langle g\rangle}{\tau}. \tag{1}$$

At a wall, the outgoing deviation is
$$g_{\rm out}=p\,g_{\rm in}^{\rm mirror}+(1-p)\,\bar g,\qquad \bar g=\frac1\pi\int_{\rm in}|u_z|\,g\,d\Omega. \tag{2}$$
The factor $1/\pi$ expresses energy balance, because $\int|u_z|\,d\Omega=\pi$ over a half-sphere.

The source in (1) is odd in $u_x$. Seek a solution $g$ that is odd in $u_x$ too. Then $\langle g\rangle=0$ and $\bar g=0$, since both are integrals of an odd function over a symmetric range. The remaining terms preserve oddness, so the choice is consistent.

It is also the only choice that matters. The difference $h$ of two solutions obeys (1) without the source. Multiply that equation by $h$ and integrate over $z$ and all directions:
$$\frac v2\left[\int u_z h^2\,d\Omega\right]_0^d=-\frac1\tau\int_0^d\!\!dz\int(h-\langle h\rangle)^2\,d\Omega.$$
By (2), outgoing values are averages of incoming ones, so a wall cannot increase the flux of $h^2$. The left side is therefore nonnegative, while the right side is nonpositive. Both vanish, $h$ is isotropic, and the equation then makes it constant in $z$. Such an $h$ is a uniform temperature shift, which carries no heat.

Scattered phonons do return to the distribution, but they carry no net $x$-directed flux. If collisions remembered the incoming direction, the returning term would in general have a part odd in $u_x$, which would have to be kept.

## (b) The phonon distribution

**Solve for $g$ with both walls present.**

Put
$$g=-\frac{CT'}{4\pi}\Lambda u_x\,\psi(z,u_z).$$
Insert this in (1) with $\langle g\rangle=0$, multiply by $\tau$, and divide by $CT'\Lambda u_x/4\pi$:
$$1-\Lambda u_z\frac{\partial\psi}{\partial z}-\psi=0
\quad\Longrightarrow\quad
\Lambda u_z\frac{\partial\psi}{\partial z}+\psi=1.$$
In the bulk $\psi=1$. For phonons moving up, $u_z=\mu>0$, the general solution is
$$\psi(z,\mu)=1-A\,e^{-z/(\Lambda\mu)}.$$
The two walls are equal, so the solution is unchanged by reflection in the midplane. Phonons moving down therefore have
$$\psi(z,-\mu)=1-A\,e^{-(d-z)/(\Lambda\mu)}.$$
Specular reflection keeps $u_x$ and reverses $u_z$. Since $\bar g=0$, condition (2) at $z=0$ is $\psi(0,\mu)=p\,\psi(0,-\mu)$, or
$$1-A=p\left(1-A e^{-\delta/\mu}\right)
\quad\Longrightarrow\quad
A=\frac{1-p}{1-p\,e^{-\delta/\mu}}. \tag{3}$$
For $p=1$ this gives $A=0$: specular walls leave the bulk distribution unchanged.

## (c) The conductivity ratio

**Find the local heat flux and average it over the thickness.**

The equilibrium part carries no flux, so
$$q_x(z)=\int v u_x g\,d\Omega=-\frac{Cv\Lambda T'}{4\pi}\int u_x^2\,\psi\,d\Omega.$$
With azimuth $\varphi$, $u_x^2=(1-u_z^2)\cos^2\varphi$, and the azimuthal integral of $\cos^2\varphi$ is $\pi$. Hence the local conductivity is
$$k(z)=\frac{Cv\Lambda}{4}\int_{-1}^{1}(1-u_z^2)\,\psi\,du_z.$$
For $\psi=1$ the integral is $4/3$, which gives $k_{\rm bulk}=Cv\Lambda/3$. Dividing by this and joining the two signs of $u_z$,
$$s(z)=\frac{k(z)}{k_{\rm bulk}}=1-\frac34\int_0^1(1-\mu^2)A\left[e^{-z/(\Lambda\mu)}+e^{-(d-z)/(\Lambda\mu)}\right]d\mu. \tag{4}$$
Each exponential has the same thickness average,
$$\frac1d\int_0^d e^{-z/(\Lambda\mu)}dz=\frac{\mu}{\delta}\left(1-e^{-\delta/\mu}\right).$$
The two together turn $3/4$ into $3/2$, and with (3)
$$\boxed{S=1-\frac{3(1-p)}{2\delta}\int_0^1(\mu-\mu^3)\,\frac{1-e^{-\delta/\mu}}{1-p\,e^{-\delta/\mu}}\,d\mu.} \tag{5}$$
The substitution $\mu=1/t$, $d\mu=-dt/t^2$, gives the usual Fuchs–Sondheimer form
$$S=1-\frac{3(1-p)}{2\delta}\int_1^\infty\left(\frac1{t^3}-\frac1{t^5}\right)\frac{1-e^{-\delta t}}{1-p\,e^{-\delta t}}\,dt.$$

## (d) The same result from equilibrium fluctuations

**Obtain the suppression from the velocity correlation of a phonon in equilibrium.**

Follow one phonon as a random walker. Its mean-square displacement grows at the rate
$$\frac{d\langle x^2\rangle}{dt}=2\langle x v_x\rangle=2\int_0^t\langle v_x(0)v_x(t')\rangle\,dt',$$
where stationarity was used. At long times this is $2D$. Energy spreads with the diffusivity $D$ of its carriers, so
$$k=CD=C\int_0^\infty\langle v_x(0)v_x(t)\rangle\,dt.$$

A specular reflection preserves $v_x$. After a bulk collision or a diffuse emission, positive and negative $v_x$ are equally likely, now and later, so the correlation is lost. The time integral is therefore $v_x^2$ times the mean time to the first such erasing event.

Let $y$ be the distance in $z$ to the wall ahead. The path to that wall is $y/\mu$, and later wall hits are $d/\mu$ apart. The survival probability after a path $\ell$ is $e^{-\ell/\Lambda}$ times one factor $p$ per wall hit. Write $a=e^{-y/(\Lambda\mu)}$ and $E=e^{-\delta/\mu}$. The mean path to erasure is the integral of the survival probability:
$$\frac{\ell_{\rm mean}}{\Lambda}=(1-a)+p(a-aE)+p^2(aE-aE^2)+\dots$$
Collecting equal powers of $E$,
$$\frac{\ell_{\rm mean}}{\Lambda}=1-(1-p)a\left(1+pE+p^2E^2+\dots\right)=1-\frac{(1-p)\,a}{1-pE}.$$
This is the function $\psi$ of part (b), with the distance to the wall ahead in place of the distance from the wall behind. Equilibrium fills the film uniformly, so both have the same thickness average, and (5) follows again.

## (e) Specularity as added thickness, and the limits

**Express $S(p,\delta)$ through the diffuse result $S(0,\delta)$. Find the thick and thin limits.**

Let $x=\delta/\mu$. Equation (5) can be written
$$S=\frac32\int_0^1(1-\mu^2)\left[1-\frac{(1-p)(1-e^{-x})}{x(1-pe^{-x})}\right]d\mu .$$
For $p<1$, take weights $w_n=(1-p)^2np^{n-1}$, $n\ge1$. Differentiating the geometric series gives $\sum np^{n-1}=(1-p)^{-2}$, so $\sum w_n=1$. Also
$$\sum_n w_n\frac{1-e^{-nx}}{nx}=\frac{(1-p)^2}{x}\left[\frac1{1-p}-\frac{e^{-x}}{1-pe^{-x}}\right]=\frac{(1-p)(1-e^{-x})}{x(1-pe^{-x})}.$$
The last step uses $1-pe^{-x}-(1-p)e^{-x}=1-e^{-x}$. Therefore
$$S(p,\delta)=\sum_{n=1}^\infty (1-p)^2np^{n-1}\,S(0,n\delta). \tag{6}$$
A partly specular film is a weighted average of diffuse films $n$ times as thick. The mean multiple is
$$\sum nw_n=(1-p)^2\frac{d}{dp}\frac{p}{(1-p)^2}=\frac{1+p}{1-p}.$$

**Thick film.** For $\delta\gg1$ the exponentials in (5) are at most $e^{-\delta}$. Dropping them leaves $\int_0^1(\mu-\mu^3)d\mu=1/4$, so
$$S\simeq1-\frac{3(1-p)}{8\delta}. \tag{7}$$

**Thin film.** Start with $p=0$ and define $f(x)=1-(1-e^{-x})/x$. Then
$$S(0,\delta)=\frac32\left[\int_0^1 f(\delta/\mu)\,d\mu-\int_0^1\mu^2f(\delta/\mu)\,d\mu\right].$$
In the second integral $f\simeq\delta/(2\mu)$ suffices and gives $\delta/4$ to leading order. The first cannot be expanded this way, since $\int d\mu/\mu$ diverges. Change variable to $x$ and integrate by parts twice:
$$\int_0^1 f\,d\mu=\delta\int_\delta^\infty\frac{x-1+e^{-x}}{x^3}dx
=\delta\left[\frac{\delta-1+e^{-\delta}}{2\delta^2}+\frac{1-e^{-\delta}}{2\delta}+\frac12\int_\delta^\infty\frac{e^{-x}}{x}dx\right].$$
For small $\delta$ the first two terms tend to $1/4$ and $1/2$. The last integral tends to $\ln(1/\delta)-\gamma$, where $\gamma$ is Euler's constant. Subtracting $\delta/4$ and multiplying by $3/2$,
$$S(0,\delta)\simeq\frac{3\delta}{4}\left[\ln\frac1\delta+1-\gamma\right].$$
The logarithm comes from grazing phonons, which travel far before they meet a wall.

For $p>0$ insert this in (6). With $\sum n^2p^{n-1}=(1+p)/(1-p)^3$,
$$S\simeq\frac{3\delta}4\left\{\frac{1+p}{1-p}\left[\ln\frac1\delta+1-\gamma\right]-(1-p)^2\sum_{n}n^2p^{n-1}\ln n\right\}. \tag{8}$$
The important multiples reach $n\sim1/(1-p)$, so (8) requires $\delta\ll1-p$. The order of limits matters: $S\to0$ for $\delta\to0$ at fixed $p<1$, but $S=1$ at $p=1$ for every thickness.

## (f) A 100 nm silicon film

**Evaluate the result for rough gray parameters of silicon near room temperature: $d=100$ nm, $\Lambda=250$ nm, $C=0.90$ MJ/(m³ K), $v=1900$ m/s and $p=0.20$.**

The bulk conductivity is
$$k_{\rm bulk}=\frac{(0.90\times10^6)(1900)(250\times10^{-9})}{3}=142.5\ \mathrm{W/(m\,K)}.$$
Here $\delta=0.400$, so the prefactor in (5) is $3(0.80)/0.80=3.00$. The integral is 0.1534, and
$$S=1-3.00\times0.1534=0.540,\qquad k_{\rm film}=142.5\times0.5398=76.9\ \mathrm{W/(m\,K)}.$$
Fully diffuse walls would give $S=0.470$. The local flux (4) is 0.442 of the bulk value at the wall and 0.575 at the midplane. Even the midplane is well below bulk, because it lies only $0.2\Lambda$ from each wall.

Neither limiting law serves at this thickness: (7) gives 0.250 and (8) gives 0.368. At $d=1000$ nm, where $\delta=4$, (7) gives 0.925, in agreement with the full result.

A simulation of the random walk in part (d), with these $\delta$ and $p$, gives $S=0.545\pm0.004$ (one standard error). It uses neither the oddness of $g$ nor formula (5), and differs from (5) by 1.3 standard errors. With $p=1$ it gives $1.003\pm0.006$, consistent with no suppression. For the same parameters, (5) gives $S=0.227$ at 20 nm, 0.388 at 50 nm and 0.694 at 200 nm.

## (g) What the model leaves out

**Estimate how far the main simplifications move the 100 nm result.**

**Spectrum of paths.** If all scattering is isotropic, the argument of part (a) holds for each frequency, and (5) applies mode by mode. Let $u$ be frequency divided by its cutoff, with heat-capacity share $3u^2du$ and path $\Lambda_{\min}/u^2$. Then
$$k_{\rm bulk}=\frac v3\int_0^1 3Cu^2\,\frac{\Lambda_{\min}}{u^2}\,du=Cv\Lambda_{\min}.$$
Keeping $C$, $v$ and $k_{\rm bulk}$ fixed requires $\Lambda_{\min}=\Lambda/3=83.3$ nm. Equal intervals of $u$ now carry equal bulk conductivity, and paths longer than 250 nm ($u<1/\sqrt3$) carry 58% of it. With $p=0.20$ for all modes, $S$ falls to 0.434 and $k_{\rm film}$ to 61.8 W/(m K), 20% below the gray value.

**Angle and wavelength.** For random Gaussian roughness of rms height $\eta$, reflection adds a phase $2q\mu$ times the local height. The averaged amplitude is $e^{-2q^2\eta^2\mu^2}$, and its square gives $p(\mu)=e^{-4q^2\eta^2\mu^2}$. At a mid-spectrum wavelength of 1.10 nm, a flux-averaged $p=0.20$ needs $\eta=0.196$ nm, less than half the silicon lattice constant. With this law and a single path, $S$ rises to 0.651. The diffuse emission must now have intensity proportional to $1-p(\mu)$ instead of equal in all directions, or the walls would disturb equilibrium. It still has no part odd in $u_x$, so (3) holds for each $\mu$ separately and $1-p(\mu)$ moves inside the integral in (5). Beyond the flux weight $\mu$, that integral contains the factors $1-\mu^2$ and $1-e^{-\delta/\mu}$. Both are largest for grazing phonons, whose specularity is above average, and this lowers the loss.

With the path spectrum and the same roughness for all wavelengths, $S=0.630$ and $k_{\rm film}=89.8$ W/(m K), 17% above the gray value. The wavelength contributes to this rise. Long-path phonons also have long wavelengths, so the same roughness reflects them more specularly: the flux-averaged $p$, weighted by bulk conductivity, is 0.35 instead of 0.20. If the angular law were the same for every wavelength, the effects of path spectrum and angle would nearly cancel in this film, giving $S=0.556$. The wavelength dependence adds the remaining 0.074.

**Direction memory.** Suppose the collision angle has mean cosine 0.30, with a probability linear in the cosine, at the same $k_{\rm bulk}$. Solving the transport equation with its returning term gives $S=0.535$, about 1% below the isotropic value. The shift depends on thickness: it is 4% downward at $\delta=0.1$ with diffuse walls and about 1% upward at $\delta=2$ with $p=0.20$. This does not cover films in which most collisions conserve phonon momentum.

**Temperature.** Let the parameters above refer to 300 K. At 400 K, taking $\Lambda\propto1/T$ with $C$, $v$ and $p$ fixed, the bulk value falls by 25% to 106.9 W/(m K). The film value falls by 16% to 64.7 W/(m K), because the shorter path weakens the boundary effect. Real silicon falls faster than $1/T$, by about a third between 300 and 400 K; scaling $\Lambda$ by that factor gives a film value near 60 W/(m K).

**The real material.** The bulk value is close to that of pure silicon at room temperature, roughly 150 W/(m K), but the parameters behind it are effective ones. The speed is far below silicon's sound speeds and stands for an average that includes slow, short-wavelength phonons. The heat capacity counts acoustic modes alone, whose classical ceiling is 1.035 MJ/(m³ K). Real films have neither a single path nor a single specularity. The estimates above move the conductivity by about 20% either way, to between 60 and 95 W/(m K), but this range depends on choices made above. If $p=0.20$ is matched to the heat-capacity-weighted average over the spectrum instead of at one wavelength, the spectrum with roughness gives 98 W/(m K); matched to the conductivity-weighted average it gives 76 W/(m K). A spectrum with sine dispersion, sound speed 6084 m/s and $\tau\propto\omega^{-2}$, at the same $k_{\rm bulk}$, gives 58 W/(m K) for constant $p=0.20$ and 102 W/(m K) for $\eta=0.196$ nm. So 76.9 W/(m K) is best read as roughly 55 to 105 W/(m K) within such models. Wall quality can move the result further: with the path spectrum, fully diffuse walls give 54 W/(m K), and half the roughness height gives 111 W/(m K). That height, 0.098 nm, is below one atomic step on the Si(001) surface (0.136 nm), so this case is an idealized limit of very smooth walls. The mid-spectrum wavelength is about 1% of the thickness, which supports the use of bulk phonons; where the wavelength is comparable with the thickness, as in much thinner films or at low temperatures, this support is lost and confined modes may matter. Even here the support is partial: with the roughness law, about 10% of the film conductivity comes from wavelengths above 5 nm, and about a quarter comes from modes with flux-averaged $p>0.5$ and paths above 1 µm, for which neglecting interference between the walls is least secure.

## Computed results

```
film thickness d = 100 nm
mean free path = 250 nm
heat capacity = 0.90 MJ/(m^3 K)
phonon speed = 1900 m/s
specularity p = 0.20
delta = d / mean free path = 0.400
bulk conductivity = 142.5 W/(m K)
suppression S = 0.5398
film conductivity = 76.9 W/(m K)
S for p = 0: 0.4698
local flux / bulk at wall = 0.4415
local flux / bulk at midplane = 0.5754
finite-difference S = 0.53982
random-walk S = 0.5454 +- 0.0042
random-walk S at p = 1: 1.0031 +- 0.0056
image sum, 30 terms = 0.53982
thick-film law at this delta = 0.2500
thin-film law at this delta = 0.3682
d = 20 nm: S = 0.2269, k = 32.3 W/(m K)
d = 50 nm: S = 0.3880, k = 55.3 W/(m K)
d = 200 nm: S = 0.6941, k = 98.9 W/(m K)
d = 1000 nm: S = 0.9251, k = 131.8 W/(m K)
d = 5000 nm: S = 0.9850, k = 140.4 W/(m K)
Neglected effects, for the 100 nm film:
shortest path in spectrum = 83.3 nm
S, path spectrum, constant p = 0.4337
k, path spectrum, constant p = 61.8 W/(m K)
Debye wavenumber = 11.39 1/nm
mid-spectrum wavelength = 1.10 nm
wavelength / thickness = 0.0110
rms roughness matching p = 0.196 nm
S, angle-dependent p, one path = 0.6508
S, path spectrum and roughness law = 0.6302
k, spectrum and roughness = 89.8 W/(m K)
mean collision cosine tried = 0.30
S with direction memory = 0.5347
random walk with memory = 0.5345 +- 0.0034
400 K: path = 187.5 nm
400 K: bulk k = 106.9 W/(m K)
400 K: film k = 64.7 W/(m K)
acoustic capacity ceiling = 1.035 MJ/(m^3 K)
```
